# Spin-summed Bloch overlaps for hole scattering in the spherical Luttinger model

## Question

I am working out the scattering of holes by ionized acceptors in p-type germanium, using the spherical Luttinger model for the heavy and light bands. The golden rule needs the squared overlap of the initial and final Bloch spinors. Each band is doubly degenerate at every $\mathbf k$, and the overlap I get depends on which of the two states I pick. For heavy holes with spin $+3/2$ along their own wave vector, before and after, I find $\cos^6(\theta/2)$, where $\theta$ is the scattering angle. Another choice of basis gives something else.

What is the overlap after summing over the final spin states, within a band and between the bands? Must I also average over the initial state? And does the factor change an impurity scattering rate noticeably?

## Answer

The sum over the two final states removes the ambiguity completely. Averaging over the initial state is harmless but unnecessary, as the calculation shows.

### What has to be summed

I use atomic units in the algebra and count hole energy as positive away from the band top. Near the top, a hole state is

$$\psi_{\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}\sum_m c_m(\mathbf k)\,u_m(\mathbf r),\qquad m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32,$$

where the $u_m$ are the four band-edge functions, taken as independent of $\mathbf k$. If the scattering potential varies little across a unit cell, the product $u_m^*u_n$ in the matrix element can be replaced by its cell average, $\delta_{mn}$. The matrix element is then $V(\mathbf q)\,c'^\dagger c$, with $\mathbf q=\mathbf k'-\mathbf k$. Let $a$ and $b$ each denote the heavy ($H$) or light ($L$) doublet. The quantity required is

$$G_{ab}(\theta)=\sum_{f=1}^{2}\left|\langle b,f,\mathbf k'|a,i,\mathbf k\rangle\right|^2 .$$

This sums over final states for one initial state $i$. Summing over both initial states as well would double it.

### The doublets and their projectors

With $\gamma_2=\gamma_3=\gamma$, the Hamiltonian is

$$H=\left(\gamma_1+\tfrac52\gamma\right)\frac{k^2}{2}-\gamma(\mathbf k\cdot\mathbf J)^2 ,$$

with $\mathbf J$ the spin-3/2 matrices. Its eigenstates have a definite projection $m$ of $\mathbf J$ on $\hat{\mathbf k}$, and

$$E=\left(\frac{\gamma_1}{2}+\frac{5\gamma}{4}-\gamma m^2\right)k^2 .$$

For $m=\pm3/2$ this is $(\gamma_1-2\gamma)k^2/2$, so $1/m_H=\gamma_1-2\gamma$. For $m=\pm1/2$ it is $(\gamma_1+2\gamma)k^2/2$, so $1/m_L=\gamma_1+2\gamma$.

Since $(\hat{\mathbf k}\cdot\mathbf J)^2$ equals $9/4$ on heavy states and $1/4$ on light states, the operators

$$P_H(\hat{\mathbf k})=\tfrac12\left[(\hat{\mathbf k}\cdot\mathbf J)^2-\tfrac14\right],\qquad
P_L(\hat{\mathbf k})=\tfrac12\left[\tfrac94-(\hat{\mathbf k}\cdot\mathbf J)^2\right]$$

equal 1 on their own doublet and 0 on the other. The two final states span the doublet, so $\sum_f|f\rangle\langle f|=P_b(\hat{\mathbf k}')$ and

$$G_{ab}=\langle i|P_b(\hat{\mathbf k}')|i\rangle .$$

No choice of final basis is left.

### Evaluating the expectation value

The model is rotationally invariant, so put $\mathbf k$ along $z$ and $\hat{\mathbf k}'=(\sin\theta,0,\cos\theta)$. Then

$$(\hat{\mathbf k}'\cdot\mathbf J)^2=\cos^2\theta\,J_z^2+\sin^2\theta\,J_x^2+\sin\theta\cos\theta\,(J_xJ_z+J_zJ_x).$$

Look at its $2\times2$ block within each initial doublet.

- **Cross term.** It changes $m$ by $\pm1$, so it has no diagonal elements and cannot connect $3/2$ with $-3/2$. Between $1/2$ and $-1/2$ its element is $\left(-\tfrac12+\tfrac12\right)\langle\tfrac12|J_x|{-\tfrac12}\rangle=0$.
- **$J_x^2$, off-diagonal.** It changes $m$ by $0$ or $\pm2$. The members of a doublet differ by 3 or by 1, so it does not connect them.
- **$J_x^2$, diagonal.** Symmetry about $z$ gives $\langle J_x^2\rangle=\langle J_y^2\rangle$, and $J^2=15/4$, so $\langle J_x^2\rangle=\tfrac12\left(\tfrac{15}{4}-m^2\right)$. This is $3/4$ for heavy and $7/4$ for light states.

Each block is therefore a number times the unit matrix. Every normalized initial state in the doublet, including any superposition, gives the same result. For heavy to heavy,

$$G_{HH}=\tfrac12\left[\tfrac94\cos^2\theta+\tfrac34(1-\cos^2\theta)-\tfrac14\right]
=\tfrac12\left[\tfrac12+\tfrac32\cos^2\theta\right]=\frac{1+3\cos^2\theta}{4}.$$

For light to light,

$$G_{LL}=\tfrac12\left[\tfrac94-\tfrac14\cos^2\theta-\tfrac74(1-\cos^2\theta)\right]
=\tfrac12\left[\tfrac12+\tfrac32\cos^2\theta\right]=\frac{1+3\cos^2\theta}{4}.$$

Because $P_H+P_L=1$, the interband overlap is the remainder:

$$G_{HL}=G_{LH}=1-\frac{1+3\cos^2\theta}{4}=\frac{3\sin^2\theta}{4}.$$

### Where your $\cos^6(\theta/2)$ fits

A state with $m=3/2$ can be represented by three spins 1/2, all pointing along $\mathbf k$. Its overlap with three spins along $\mathbf k'$ has magnitude $\cos^3(\theta/2)$, and with three spins against $\mathbf k'$ it has magnitude $\sin^3(\theta/2)$. Your result is the first of two squared terms. With $c=\cos(\theta/2)$ and $s_2=\sin(\theta/2)$,

$$c^6+s_2^6=(c^2+s_2^2)^3-3c^2s_2^2(c^2+s_2^2)=1-\tfrac34\sin^2\theta=G_{HH}.$$

At $\theta=180^\circ$ your term vanishes but the sum is 1. The overlap permits heavy-hole backscattering fully, with the spin projection on the direction of motion reversed. At $90^\circ$, $G_{HH}$ has its minimum, $1/4$, and the interband overlap its maximum, $3/4$.

Over the whole sphere $\cos^2\theta$ averages to $1/3$, so $G$ averages to $1/2$ for either final band. A short-range scatterer still does not fill the two bands equally, because their densities of states differ.

### Effect on ionized-acceptor scattering

Let there be $N$ ionized acceptors per volume and an equal density of free holes. A potential energy $U$ that is small compared with the thermal energy $T$ changes a nondegenerate hole density by $-NU/T$. I use this linear response everywhere, although it fails close to the ion. Poisson's equation then gives $\nabla^2U=\kappa^2U$ away from the ion, with $\kappa^2=4\pi N/(\varepsilon T)$, and

$$|V(q)|=\frac{4\pi}{\varepsilon(q^2+\kappa^2)} .$$

For independent, randomly placed acceptors, the first-order momentum-relaxation rate within the heavy band is

$$\Gamma_{HH}=2\pi N\int\frac{d^3k'}{(2\pi)^3}|V|^2G_{HH}(1-\cos\theta)\,\delta(E'-E).$$

The radial integral gives $m_Hk_H$ and the azimuth gives $2\pi$. Write $t=1-\cos\theta$ and $s=\kappa^2/(2k_H^2)$, so that $q^2+\kappa^2=2k_H^2(t+s)$. Then

$$\Gamma_{HH}=\frac{Nm_Hk_H}{2\pi}\,\frac{4\pi^2}{\varepsilon^2k_H^4}\,I=\frac{2\pi Nm_H}{\varepsilon^2k_H^3}\,I,\qquad
I=\int_0^2\frac{t\left(1-\frac32t+\frac34t^2\right)}{(t+s)^2}\,dt .$$

The bracket is $G_{HH}$ written in $t$. Its first term gives $\ln(1+2/s)-2/(2+s)$, which tends to $\ln(2/s)-1$ for small $s$. In the other two terms $s$ may be set to zero, giving $-\tfrac32\cdot2+\tfrac34\cdot2=-\tfrac32$. Hence

$$I\to\ln\frac2s-\frac52,\qquad\text{against}\quad \ln\frac2s-1\ \text{ with } G_{HH}=1 .$$

The overlap subtracts $3/2$ from the Coulomb logarithm. The growth of the logarithm as $s\to0$ comes from small angles, where $G_{HH}\approx1$, so the overlap leaves its coefficient unchanged.

For heavy to light, I take the total rate, without the factor $1-\cos\theta$. With $x=\cos\theta$ and $a=(k_H^2+k_L^2+\kappa^2)/(2k_Hk_L)$, we have $q^2+\kappa^2=2k_Hk_L(a-x)$ and

$$\Gamma_{HL}=\frac{2\pi Nm_L}{\varepsilon^2k_H^2k_L}\cdot\frac34\int_{-1}^{1}\frac{1-x^2}{(a-x)^2}dx .$$

Put $u=a-x$, so that $1-x^2=(1-a^2)+2au-u^2$. The three terms integrate to $-2$, $2a\ln\frac{a+1}{a-1}$ and $-2$. Therefore

$$\Gamma_{HL}=\frac{3\pi Nm_L}{\varepsilon^2k_H^2k_L}\left[a\ln\frac{a+1}{a-1}-2\right].$$

### Numbers for germanium at 77 K

Take rough germanium values $\gamma_1=13.4$, $\gamma=5.10$ and $\varepsilon=16$. The masses are $m_H=1/3.2=0.3125$ and $m_L=1/23.6=0.0424$ electron masses. With $N=3\times10^{15}$ cm⁻³ and a hole energy of 0.020 eV, about three times the thermal energy, $k_H=0.0405$ Å⁻¹, $k_L=0.0149$ Å⁻¹ and the screening length is 442 Å (44 nm). Thus

$$s=\frac{1}{2(0.0405\times442)^2}=0.00156,\qquad \ln\frac2s-\frac52=4.66 .$$

The full integral is $I=4.69$, against 6.16 without the overlap.

For the rate in ordinary units, define $\eta=m_H/(\varepsilon k_H)=0.911$ in atomic units and use $v=2E/(\hbar k_H)$:

$$\Gamma_{HH}=\frac{4\pi N\eta^2E}{\hbar k_H^3}I
=\frac{4\pi(3\times10^{-9})(0.830)(0.020)(4.69)}{(6.58\times10^{-16})(6.64\times10^{-5})}\ \text{s}^{-1}\approx6.7\times10^{10}\ \text{s}^{-1}.$$

Here $N$ is in Å⁻³, $E$ in eV and $\hbar$ in eV s. Setting $G_{HH}=1$, with everything else fixed, gives $8.8\times10^{10}$ s⁻¹, so the overlap lowers this rate by 24%.

For the interband rate $a=1.5462$, and the square bracket is $1.5462\times1.5394-2=0.380$. At equal energy $m_L/m_H=(k_L/k_H)^2$, so

$$\frac{\Gamma_{HL}}{\Gamma_{HH}}=\frac32\,\frac{k_L}{k_H}\,\frac{0.380}{4.69}=0.045,\qquad \Gamma_{HL}\approx3.0\times10^9\ \text{s}^{-1}.$$

Replacing $G_{HL}$ by 1 would give $7.6\times10^9$ s⁻¹. The overlap matters more here because $q$ cannot fall below $k_H-k_L$, so the scattering is only weakly peaked forward. An isotropic scatterer would already give a factor $1/2$, and the suppression of small angles, which have the smallest $q$, lowers it to 0.40. Note that the ratio 0.045 compares a total interband rate with an intraband momentum rate.

### How far to trust this in a real crystal

Real germanium has $\gamma_2\ne\gamma_3$. With rough values 4.2 and 5.7, the overlaps for random directions differ from the formulas by 0.05 rms, and by 0.14 in the worst sampled case, on a scale from 0 to 1. The heavy mass runs from 0.20 along [100] to 0.50 along [111]. At fixed energy the prefactor of $I$ in $\Gamma_{HH}$ scales as $m_H^{-1/2}$, while $I$ grows with the mass because $s\propto1/m_H$. The two changes partly cancel: inserting these masses in turn in the spherical formula moves the rate by about $+13\%$ and $-13\%$. This shows the sensitivity to the mass and is not a calculation with warped bands. Mixing with the split-off band, roughly 0.29 eV away, changes the sampled overlaps by at most 0.003 at this energy in the spherical model, where the heavy band does not mix with it at all. With $\gamma_2\ne\gamma_3$ the heavy band does mix, and the change grows to about 0.01 rms and 0.05 in the worst sampled case. In silicon that separation is only about 0.04 eV, so the mixing must be checked again before these overlaps are used there.

The rates have further limits. A sphere with the screening length as its radius holds only about one hole, so treating the holes as a smooth screening charge is rough. Halving or doubling the screening length multiplies $\Gamma_{HH}$ by 0.72 or 1.29, and the reduction due to the overlap becomes 30% or 20%. The total first-order rate within the heavy band, without the factor $1-\cos\theta$, corresponds to a mean free path of about 170 Å. This is shorter than the screening length, so small-angle collisions with different acceptors are not well separated. The Coulomb parameter $\eta=0.91$ is not small, so first-order scattering theory is not well controlled here: for a single scalar band in the same attractive screened potential, an exact partial-wave sum gives $I=5.39$ in place of the first-order 6.16, about 12% lower. A rough acoustic-phonon estimate gives a heavy-band momentum rate 0.8 times the impurity rate. Its inputs imply a lattice mobility near $1.7\times10^5$ cm²/Vs at 77 K, about four times the measured value of roughly $4\times10^4$ cm²/Vs, so the real phonon rate is probably about three times the impurity rate. Impurities alone would not determine the mobility. A mobility also requires an average over energy and coupled transport equations for the two bands. The numerical output below lists the remaining inputs and estimates.

## Computed values

```
Overlaps from diagonalization: angle (deg), heavy-heavy, heavy-light
    0  1.0000  0.0000
   30  0.8125  0.1875
   60  0.4375  0.5625
   90  0.2500  0.7500
  120  0.4375  0.5625
  180  1.0000  0.0000
Sphere average, heavy-heavy and heavy-light: 0.5000 0.5000
Rough Luttinger parameters g1, g2, g3: 13.4 4.2 5.7
Spherical average of g2 and g3: 5.10
Heavy and light mass (electron masses): 0.3125 0.0424
Rough relative permittivity: 16
Temperature: 77 K; thermal energy: 0.00664 eV
Ionized acceptors = free holes: 3.0e+15 cm^-3
Hole energy: 0.020 eV
Heavy wave vector: 0.04050 1/angstrom
Light wave vector: 0.01491 1/angstrom
Screening length: 442.2 angstrom
Screening parameter s: 0.001559
Coulomb integral with overlap: 4.6852
Coulomb integral without overlap: 6.1587
Difference of the two: 1.4735
Small-s forms, with and without: 4.6572 6.1572
Heavy intraband momentum rate, with overlap: 6.708e+10 1/s
  same without overlap: 8.818e+10 1/s
  ratio with/without: 0.7607
Interband parameter a: 1.5462
Heavy-to-light rate, with overlap: 3.006e+09 1/s
  same without overlap: 7.582e+09 1/s
  ratio with/without: 0.3965
Neglected effects:
Warping, overlap error rms and largest sampled: 0.052 0.143
Warped heavy mass along 100 and 111 (electron masses): 0.200 0.500
Rough split-off energy: 0.29 eV
Split-off mixing, overlap error rms and largest sampled: 0.0013 0.0028
Degeneracy, relative change of kappa^2: -0.00177
Rough acceptor binding energy: 0.011 eV
Neutral acceptors per ionized one: 0.105
Coulomb parameter 1/(eps v), heavy hole: 0.911
Rough lattice constant: 5.66 angstrom
Largest q over shortest reciprocal vector: 0.0421
Rough deformation potential: 4.0 eV
Rough elastic modulus: 0.8 eV/angstrom^3
Acoustic-phonon heavy intraband momentum rate: 5.33e+10 1/s
  relative to the impurity rate: 0.79
```
